# Two Trans Ligands Sharing One Metal Orbital: Hückel Bond Orders: test program

```python
"""
Trans influence in a three-orbital Huckel model.

Result under test: a metal orbital M is coupled to an alkyl orbital A
(H_MA = -a) and to the opposite ligand orbital X (H_MX = -x), with equal
site energies and four electrons. With R = sqrt(a^2 + x^2):
    bond order M-A = a/R,   bond order M-X = x/R,
    d(bond order M-X)/da = -a*x/R^3 < 0,
    energy to remove X as a lone pair = 2*(R-a), also falling with a.
Energies are in eV. Matrix order is A, M, X.
Numerical values come from diagonalization; formulas are compared with them.
"""
import numpy as np
import sympy as sp
from scipy import constants
from scipy.linalg import eigh
from scipy.optimize import minimize_scalar

A, M, X = 0, 1, 2


def hamiltonian(a, x, sites=(0.0, 0.0, 0.0), direct=0.0):
    """Three-site matrix; 'direct' is the A-X matrix element."""
    h = np.diag(np.array(sites, dtype=float))
    h[A, M] = h[M, A] = -a
    h[X, M] = h[M, X] = -x
    h[A, X] = h[X, A] = direct
    return h


def fill(h, electrons=4, overlap=None):
    """Fill the lowest orbitals; return density matrix and energy."""
    levels, orbitals = eigh(h, overlap)
    occupation = np.clip(electrons - 2 * np.arange(len(h)), 0, 2)
    density = (orbitals * occupation) @ orbitals.T
    return density, float(occupation @ levels)


def order_x(a, x, **options):
    return fill(hamiltonian(a, x, **options))[0][M, X]


def removal_energy(a, x):
    """Energy without the M-X coupling minus energy with it."""
    return fill(hamiltonian(a, 0.0))[1] - fill(hamiltonian(a, x))[1]


# Symbolic check of the levels and orbitals against the matrix itself.
sa, sx = sp.symbols("a x", positive=True)
energy = sp.symbols("E")
sR = sp.sqrt(sa**2 + sx**2)
sH = sp.Matrix([[0, -sa, 0], [-sa, 0, -sx], [0, -sx, 0]])
secular = (energy * sp.eye(3) - sH).det()
assert sp.expand(secular - energy * (energy**2 - sR**2)) == 0
bonding = sp.Matrix([sa, sR, sx]) / (sp.sqrt(2) * sR)
nonbonding = sp.Matrix([sx, 0, -sa]) / sR
assert all(sp.simplify(v) == 0 for v in sH * bonding + sR * bonding)
assert all(sp.simplify(v) == 0 for v in sH * nonbonding)
assert sp.simplify(bonding.dot(bonding) - 1) == 0
assert sp.simplify(nonbonding.dot(nonbonding) - 1) == 0

# Formulas against diagonalization and finite differences.
step = 1e-4
for a in (0.3, 1.0, 2.0, 3.7):
    for x in (0.5, 1.6, 2.9):
        R = np.hypot(a, x)
        P, total = fill(hamiltonian(a, x))
        assert abs(P[A, M] - a / R) < 1e-10
        assert abs(P[M, X] - x / R) < 1e-10
        assert abs(total + 2 * R) < 1e-10
        expected_q = [1 + (x / R)**2, 1, 1 + (a / R)**2]
        assert np.allclose(np.diag(P), expected_q, atol=1e-10)
        slope_x = (order_x(a + step, x) - order_x(a - step, x)) / (2 * step)
        assert abs(slope_x + a * x / R**3) < 1e-6
        upper = fill(hamiltonian(a + step, x))[0][A, M]
        lower = fill(hamiltonian(a - step, x))[0][A, M]
        assert abs((upper - lower) / (2 * step) - x**2 / R**3) < 1e-6
        e_up = fill(hamiltonian(a, x + step))[1]
        e_down = fill(hamiltonian(a, x - step))[1]
        assert abs(-(e_up - e_down) / (4 * step) - P[M, X]) < 1e-6
        assert abs(removal_energy(a, x) - 2 * (R - a)) < 1e-10
        slope_d = (removal_energy(a + step, x)
                   - removal_energy(a - step, x)) / (2 * step)
        assert abs(slope_d - 2 * (a / R - 1)) < 1e-6
        assert slope_x < 0 and slope_d < 0
        # Opposite lobes of a metal p orbital reverse one coupling sign.
        P_phase = fill(hamiltonian(a, -x))[0]
        assert abs(abs(P_phase[M, X]) - P[M, X]) < 1e-10
        for electrons, factor in ((1, 0.5), (2, 1), (3, 1), (5, 0.5), (6, 0)):
            P_n = fill(hamiltonian(a, x), electrons)[0]
            assert abs(P_n[M, X] - factor * x / R) < 1e-10

# Worked example: round model parameters.
a_weak, a_alkyl, x0 = 2.0, 3.0, 2.0
temperature = 500.0
ev_to_kj = constants.e * constants.N_A / 1000
print(f"weaker-donor coupling: {a_weak:.1f} eV")
print(f"alkyl coupling: {a_alkyl:.1f} eV")
print(f"opposite-ligand coupling: {x0:.1f} eV")
print("sweep: a (eV), order M-A, order M-X (dimensionless)")
for a in (0.0, 1.0, 2.0, 3.0, 4.0):
    P = fill(hamiltonian(a, x0))[0]
    print(f"  {a:.1f}  {P[A, M]:.4f}  {P[M, X]:.4f}")
for name, a in (("weak", a_weak), ("alkyl", a_alkyl)):
    P, total = fill(hamiltonian(a, x0))
    d = removal_energy(a, x0)
    q = np.diag(P)
    print(f"{name}: R = {np.hypot(a, x0):.4f} eV, total = {total:.4f} eV")
    print(f"{name}: populations A, M, X = "
          f"{q[A]:.4f}, {q[M]:.4f}, {q[X]:.4f} electrons")
    print(f"{name}: X removal = {d:.4f} eV = {d * ev_to_kj:.1f} kJ/mol")
slope = (order_x(a_weak + step, x0) - order_x(a_weak - step, x0)) / (2 * step)
print(f"slope of M-X order at weak coupling: {slope:.4f} per eV")


def report(label, before, after):
    """Print a comparison and require the bond order to fall."""
    assert after < before
    print(f"{label}: {before:.4f} -> {after:.4f}, "
          f"fall {100 * (1 - after / before):.1f} %")


print("M-X bond order, weak -> alkyl (dimensionless):")
report("ideal model", order_x(a_weak, x0), order_x(a_alkyl, x0))

# Unequal levels.
oxygen_shift, metal_shift = -3.0, 2.0
low_x = (0.0, 0.0, oxygen_shift)
high_m = (0.0, metal_shift, 0.0)
report(f"X level {oxygen_shift:.1f} eV",
       order_x(a_weak, x0, sites=low_x), order_x(a_alkyl, x0, sites=low_x))
report(f"M level {metal_shift:+.1f} eV",
       order_x(a_weak, x0, sites=high_m), order_x(a_alkyl, x0, sites=high_m))
for a in (a_weak, a_alkyl):
    formula = 2 * x0 / np.sqrt(metal_shift**2 + 4 * (a**2 + x0**2))
    assert abs(order_x(a, x0, sites=high_m) - formula) < 1e-10

# Nonzero overlap, proportional to coupling; density-matrix bond order.
overlap_per_ev = 0.05
overlap_orders = []
for a in (a_weak, a_alkyl):
    h = hamiltonian(a, x0)
    P = fill(h, overlap=np.eye(3) - overlap_per_ev * h)[0]
    R = np.hypot(a, x0)
    assert abs(P[M, X] - x0 / (R * (1 + overlap_per_ev * R))) < 1e-10
    overlap_orders.append(P[M, X])
report(f"overlap {overlap_per_ev:.2f} per eV", *overlap_orders)

# Direct coupling between the two ligands, with either sign.
for direct in (-0.1, 0.1):
    report(f"A-X element {direct:+.1f} eV",
           order_x(a_weak, x0, direct=direct),
           order_x(a_alkyl, x0, direct=direct))

# Site energies respond to charge. The equal-coupling case is the reference.
charge_stiffness = 2.0
reference_q = np.diag(fill(hamiltonian(a_weak, x0))[0])
sites = np.zeros(3)
for iteration in range(500):
    P = fill(hamiltonian(a_alkyl, x0, sites=sites))[0]
    target = charge_stiffness * (np.diag(P) - reference_q)
    residual = np.max(np.abs(target - sites))
    if residual < 1e-11:
        break
    sites = 0.7 * sites + 0.3 * target
assert residual < 1e-10
report(f"charge response {charge_stiffness:.1f} eV/electron",
       order_x(a_weak, x0), P[M, X])

# A d orbital shared by all four ligands: include one cis methyl and oxygen.
cis_methyl, cis_oxygen = 3.0, 2.0


def four_ligand_order(a, methyl):
    h = np.zeros((5, 5))
    h[0, 1:] = h[1:, 0] = -np.array([a, x0, methyl, cis_oxygen])
    return fill(h, electrons=8)[0][0, 2]


report("four ligands on one d orbital",
       four_ligand_order(a_weak, cis_methyl),
       four_ligand_order(a_alkyl, cis_methyl))
report("same, cis methyl site changed instead",
       four_ligand_order(a_alkyl, a_weak),
       four_ligand_order(a_alkyl, a_alkyl))

# M-X relaxation: coupling decays with distance; repulsion varies as x^4.
decay_nm = 0.08
repulsion = order_x(a_weak, x0) / (2 * x0**3)


def relaxed_coupling(a):
    result = minimize_scalar(
        lambda x: fill(hamiltonian(a, x))[1] + repulsion * x**4,
        bounds=(0.5, 3.5), method="bounded", options={"xatol": 1e-9})
    assert result.success
    return result.x


x_weak, x_relaxed = relaxed_coupling(a_weak), relaxed_coupling(a_alkyl)
# Energy minimization locates x only to about the square root of roundoff.
assert abs(x_weak - x0) < 1e-5
assert abs(x_relaxed**2 * np.hypot(a_alkyl, x_relaxed)
           - x0**2 * np.hypot(a_weak, x0)) < 1e-4
assert order_x(a_alkyl, x_relaxed) < order_x(a_alkyl, x0)
report("relaxed M-X length", order_x(a_weak, x_weak),
       order_x(a_alkyl, x_relaxed))
stretch = decay_nm * np.log(x_weak / x_relaxed)
assert stretch > 0
print(f"coupling decay length: {decay_nm:.2f} nm")
print(f"relaxed coupling: {x_relaxed:.4f} eV; stretch: {stretch:.4f} nm")

# First excitation: one singlet and three triplet states.
kt = constants.k * temperature / constants.e
levels = np.linalg.eigvalsh(hamiltonian(a_weak, x0))
thermal_weight = 4 * np.exp(-(levels[2] - levels[1]) / kt)
assert thermal_weight < 1e-10
print(f"temperature: {temperature:.0f} K; kT: {kt:.4f} eV")
print(f"first-excitation relative weight: {thermal_weight:.1e}")

# A high alkyl level can reverse the trend, so the energy condition matters.
alkyl_shift = 5.0
high_a = (alkyl_shift, 0.0, 0.0)
counter_low = order_x(1.0, x0, sites=high_a)
counter_high = order_x(2.0, x0, sites=high_a)
assert counter_high > counter_low
print(f"counterexample: A level {alkyl_shift:+.1f} eV, a = 1 -> 2 eV")
print(f"  M-X order rises: {counter_low:.4f} -> {counter_high:.4f}")
print("all assertions hold")
```

It prints:

```
weaker-donor coupling: 2.0 eV
alkyl coupling: 3.0 eV
opposite-ligand coupling: 2.0 eV
sweep: a (eV), order M-A, order M-X (dimensionless)
  0.0  0.0000  1.0000
  1.0  0.4472  0.8944
  2.0  0.7071  0.7071
  3.0  0.8321  0.5547
  4.0  0.8944  0.4472
weak: R = 2.8284 eV, total = -5.6569 eV
weak: populations A, M, X = 1.5000, 1.0000, 1.5000 electrons
weak: X removal = 1.6569 eV = 159.9 kJ/mol
alkyl: R = 3.6056 eV, total = -7.2111 eV
alkyl: populations A, M, X = 1.3077, 1.0000, 1.6923 electrons
alkyl: X removal = 1.2111 eV = 116.9 kJ/mol
slope of M-X order at weak coupling: -0.1768 per eV
M-X bond order, weak -> alkyl (dimensionless):
ideal model: 0.7071 -> 0.5547, fall 21.6 %
X level -3.0 eV: 0.4047 -> 0.3307, fall 18.3 %
M level +2.0 eV: 0.6667 -> 0.5345, fall 19.8 %
overlap 0.05 per eV: 0.6195 -> 0.4700, fall 24.1 %
A-X element -0.1 eV: 0.7070 -> 0.5454, fall 22.9 %
A-X element +0.1 eV: 0.7070 -> 0.5632, fall 20.3 %
charge response 2.0 eV/electron: 0.7071 -> 0.6098, fall 13.8 %
four ligands on one d orbital: 0.4364 -> 0.3922, fall 10.1 %
same, cis methyl site changed instead: 0.4364 -> 0.3922, fall 10.1 %
relaxed M-X length: 0.7071 -> 0.5142, fall 27.3 %
coupling decay length: 0.08 nm
relaxed coupling: 1.7985 eV; stretch: 0.0085 nm
temperature: 500 K; kT: 0.0431 eV
first-excitation relative weight: 1.2e-28
counterexample: A level +5.0 eV, a = 1 -> 2 eV
  M-X order rises: 0.0364 -> 0.0909
all assertions hold
```
